\section*{How Uniaxial Strain Orients Tetragonal Defects: Elastic Dipoles from Supercells}

\section{Problem}

A cubic crystal contains a low density of neutral point defects. Each defect has tetragonal symmetry, and its axis may lie along any of the cube axes $x$, $y$ or $z$. A supercell calculation gives the elastic dipole tensor, whose principal value is $P_\parallel$ along the defect axis and $P_\perp$ across it, with
\[
\Delta P=P_\parallel-P_\perp=5\ \mathrm{eV}.
\]
The crystal is stretched by 0.5 percent along $z$ while its width along $x$ and $y$ is held fixed:
\[
\varepsilon_{zz}=0.005,\qquad \varepsilon_{xx}=\varepsilon_{yy}=0,
\qquad \varepsilon_{ij}=0\ \ (i\neq j).
\]
The defects can reorient and have reached thermal equilibrium at 300 K.

(a) Show how the dipole tensor follows from the residual stress of an unstrained supercell.

(b) Find the energy difference between the orientations in the strained crystal.

(c) Show that the $z$ orientation is about 2.6 times as populated as each of the other two.

(d) Estimate what the first-order treatment leaves out.

The sign convention is
\begin{equation}
P_{ij}=-\left.\frac{\partial E}{\partial\varepsilon_{ij}}\right|_{\varepsilon=0},
\label{def}
\end{equation}
where $E$ is the energy of the defect supercell with its atoms relaxed and its cell vectors fixed by the strain. A positive principal value means that the defect pushes outward along that direction and that its energy falls when the crystal is stretched there. Tensile strain and tensile stress are positive.

\section{Hints}

\begin{enumerate}
\item At a relaxed configuration the energy does not change to first order when the atoms move. What does this imply for the derivative in (\ref{def})?
\item A rotation by $90^\circ$ about the defect axis leaves the dipole tensor unchanged. Which components survive?
\item Write the energies of the $x$ and $z$ orientations in the same strained cell and subtract them before inserting numbers.
\item Equilibrium populations minimize energy minus temperature times entropy, with the sum of the populations fixed.
\item Compare the energy difference with $k_BT$, not with $\Delta P$.
\end{enumerate}

\section{Solution}

\subsection{From residual stress to the dipole tensor}

Let $U(\varepsilon,u)$ be the energy of the defect supercell at strain $\varepsilon$ and atomic displacements $u$. Relaxation selects displacements $u^*(\varepsilon)$ at which every force vanishes, so that $E(\varepsilon)=U(\varepsilon,u^*(\varepsilon))$. The chain rule gives
\begin{equation}
\frac{\partial E}{\partial\varepsilon_{ij}}
=\frac{\partial U}{\partial\varepsilon_{ij}}
+\sum_n\frac{\partial U}{\partial u_n}
\frac{\partial u_n^*}{\partial\varepsilon_{ij}}
=\frac{\partial U}{\partial\varepsilon_{ij}} .
\end{equation}
The sum vanishes because $\partial U/\partial u_n=0$ at $u^*$. The atoms do move when the cell is strained, but their motion affects the energy only from second order on.

The mean stress of a cell of volume $V$ is $\sigma_{ij}=V^{-1}\,\partial E/\partial\varepsilon_{ij}$ at zero strain. Comparison with (\ref{def}) gives
\begin{equation}
P_{ij}=-V\sigma_{ij}.
\label{stress}
\end{equation}
A defect that pushes outward in a fixed cell leaves the cell under compression, $\sigma<0$, and therefore has $P>0$.

Equation (\ref{stress}) assumes that the perfect cell is free of stress. If it is not, its stress must first be subtracted. In a cubic cell that stress is isotropic, so it shifts $P_\parallel$ and $P_\perp$ equally and cancels from $\Delta P$.

\subsection{The three tensors}

Take the defect axis along $z$. A rotation by $90^\circ$ about $z$ sends $x\to y$ and $y\to-x$. Invariance of the symmetric tensor $P$ requires
\begin{equation}
P_{xx}=P_{yy},\qquad P_{xy}=-P_{yx}=-P_{xy}=0 .
\end{equation}
For the remaining components, one rotation gives $P_{xz}=P_{yz}$ and the next gives $P_{yz}=-P_{xz}$, so both vanish. The same argument holds if the rotation is combined with a reflection $z\to-z$: the two signs in the last step change, and their product is still $-1$. Hence
\begin{equation}
P^{(z)}=\mathrm{diag}(P_\perp,P_\perp,P_\parallel),\qquad
P^{(x)}=\mathrm{diag}(P_\parallel,P_\perp,P_\perp),
\end{equation}
and $P^{(y)}=\mathrm{diag}(P_\perp,P_\parallel,P_\perp)$.

\subsection{Energy difference}

For orientation $a$ the energy to first order in the defect's coupling to strain is
\begin{equation}
E_a(\varepsilon)=E_0+E_{\rm bulk}(\varepsilon)
-\sum_{ij}P^{(a)}_{ij}\varepsilon_{ij}.
\end{equation}
Cubic symmetry makes $E_0$ equal for the three orientations. The elastic energy $E_{\rm bulk}$ of the perfect crystal is the same for all of them, because they are compared in the same strained cell. For a general diagonal strain,
\begin{align}
E_x-E_z
&=-\left(P_\parallel\varepsilon_{xx}+P_\perp\varepsilon_{yy}
+P_\perp\varepsilon_{zz}\right)
+\left(P_\perp\varepsilon_{xx}+P_\perp\varepsilon_{yy}
+P_\parallel\varepsilon_{zz}\right)\nonumber\\
&=(P_\parallel-P_\perp)\varepsilon_{zz}
-(P_\parallel-P_\perp)\varepsilon_{xx}\nonumber\\
&=\Delta P\,(\varepsilon_{zz}-\varepsilon_{xx}).
\label{split}
\end{align}
The terms in $\varepsilon_{yy}$ cancel because both orientations have the same component $P_\perp$ along $y$. An equal strain along all three axes gives no preference, so the trace of $P$, which controls the volume change, plays no part in the alignment.

Here $\varepsilon_{xx}=0$, and
\begin{equation}
E_x-E_z=\Delta P\,\varepsilon_{zz}
=5\ \mathrm{eV}\times0.005=0.025\ \mathrm{eV}.
\end{equation}
Since $\varepsilon_{yy}=0$ as well, exchanging $x$ and $y$ gives $E_y-E_z=0.025$ eV. The $z$ orientation is lowest, because the larger principal value of its dipole tensor lies along the stretched direction. Only the difference $\Delta P$ matters here, not the signs of $P_\parallel$ and $P_\perp$.

\subsection{Populations}

Let $p_a$ be the fraction of defects with orientation $a$. For independent defects the free energy per defect is
\begin{equation}
f=\sum_a p_aE_a+k_BT\sum_a p_a\ln p_a,\qquad \sum_a p_a=1 .
\end{equation}
The second term is $-T$ times the entropy of distributing the defects among the orientations. Vibrational entropy is taken here as equal for the three. With a Lagrange multiplier $\lambda$ for the constraint,
\begin{equation}
\frac{\partial}{\partial p_a}\Big[f-\lambda\sum_b p_b\Big]
=E_a+k_BT(\ln p_a+1)-\lambda=0 .
\end{equation}
Subtracting the equation for $z$ from that for $x$ removes $\lambda$:
\begin{equation}
E_x-E_z+k_BT\ln\frac{p_x}{p_z}=0
\quad\Longrightarrow\quad
r\equiv\frac{p_z}{p_x}=e^{(E_x-E_z)/k_BT}.
\label{ratio}
\end{equation}
The second derivatives $k_BT/p_a$ are positive, so this is a minimum.

At 300 K, $k_BT=0.025852$ eV. The exponent and the ratio are
\begin{equation}
\frac{0.025}{0.025852}=0.967,\qquad r=e^{0.967}=2.63 .
\end{equation}
This is the result asked for in (c). A dipole anisotropy of several eV looks enormous beside $k_BT$, but it is multiplied by a strain of half a percent. The product is close to one thermal energy, so the alignment is marked but far from complete.

The fractions follow from $p_x=p_y=p_z/r$ and normalization:
\begin{equation}
p_z\left(1+\frac2r\right)=1
\quad\Longrightarrow\quad
p_z=\frac{r}{r+2}=\frac{2.63}{4.63}=0.568,
\qquad p_x=p_y=0.216 .
\label{fraction}
\end{equation}
The factor 2.6 compares $z$ with one other orientation. Against $x$ and $y$ together the ratio is $r/2=1.32$.

\subsection{Limits and sensitivity}

Write $s=\Delta P\varepsilon_{zz}/k_BT$, so that $p_z=e^s/(e^s+2)$. Its derivative is
\begin{equation}
\frac{dp_z}{ds}=\frac{e^s(e^s+2)-e^{2s}}{(e^s+2)^2}
=\frac{2e^s}{(e^s+2)^2},
\end{equation}
which equals $2/9$ at $s=0$. For weak strain, therefore, $p_z\approx1/3+2s/9$. At $s=0.967$ this linear form gives 0.548, against 0.568 from (\ref{fraction}). For $s\to+\infty$ all defects align with $z$. For $s\to-\infty$ the $z$ orientation empties and $x$ and $y$ hold one half each.

Since $\ln r=s$, a small relative error in $\Delta P$ changes $r$ by the relative amount $s$ times that error. Here $s$ is near one, so a 10 percent error in the computed anisotropy moves the ratio by about 10 percent.

\subsection{A model supercell that tests the first-order energy}

The first-order energy can be tested on a crystal simple enough to relax completely. Take a simple-cubic lattice of spacing $a=2.70$ \AA\ whose atoms are joined by springs of energy $\frac12k(\ell-\ell_0)^2$, where $\ell$ is the length and $\ell_0$ the rest length. Nearest neighbours have stiffness $k_1$ and face-diagonal neighbours $k_2$.

Under a small strain $e$ along $z$, each site has one nearest-neighbour spring that lengthens by $ae$. It also has four diagonal springs with a $z$ component, each lengthening by $\sqrt2a\cdot\frac12e=ae/\sqrt2$. The energy per site is
\begin{equation}
\tfrac12k_1a^2e^2+4\cdot\tfrac12k_2\frac{a^2e^2}{2}
=\tfrac12(k_1+2k_2)a^2e^2=\tfrac12C_{11}e^2a^3,
\end{equation}
so $C_{11}=(k_1+2k_2)/a$. Under equal strains $e$ along $x$ and $y$, two nearest-neighbour springs lengthen by $ae$, two diagonals by $\sqrt2ae$ and four by $ae/\sqrt2$:
\begin{equation}
k_1a^2e^2+2k_2a^2e^2+k_2a^2e^2=(C_{11}+C_{12})e^2a^3,
\end{equation}
which gives $C_{12}=k_2/a$. The values $k_1=0.708$ and $k_2=1.079$ eV/\AA$^2$ correspond to $C_{11}=170$ GPa and $C_{12}=64$ GPa, which are roughly those of silicon. The lattice is a mechanical model and not the silicon structure.

The defect is an extra spring of stiffness 2 eV/\AA$^2$ joining the two neighbours on opposite sides of one site. Its rest length exceeds $2a$ by 0.872 \AA, so it pushes them apart. That excess was adjusted until the residual stress of an unstrained 216-atom cell gave $\Delta P=5$ eV through (\ref{stress}). The separate values are $P_\parallel=4.876$ eV and $P_\perp=-0.124$ eV.

The cell was then strained by $\pm10^{-4}$ along $z$ and relaxed again for the $x$ and $z$ orientations. The slope of $E_x-E_z$ against strain came out as 5.000 eV. This tests (\ref{split}), since one side uses the stress at zero strain and the other uses energies of strained cells.

\subsection{What the first-order result leaves out}

\paragraph{Second-order energy.} A defect also changes the stiffness of the cell, by an amount that depends on its orientation. At the full strain of 0.005 the relaxed model cells differ by 0.02469 eV instead of 0.02500 eV. The part of the difference that is even in the strain is $-0.00031$ eV and accounts for nearly all of this. Halving the strain reduces it by a factor of 4.00, as a quadratic term requires. The ratio becomes
\begin{equation}
e^{0.02469/0.025852}=2.60,
\end{equation}
about 1 percent below the first-order value. The negative sign means that the second-order energy is higher for the $z$ orientation than for the $x$ orientation. In the model this comes mainly from the stiffness of the added spring, which the strain stretches directly only in the $z$ orientation: with no excess rest length, and hence no dipole, the even part is already $-0.00040$ eV. The term also depends on how finite strain is defined. Here lengths along $z$ are multiplied by $1+\varepsilon_{zz}$; using the Lagrangian strain $\varepsilon_{zz}+\varepsilon_{zz}^2/2$ as the variable instead shifts the even part by $-\Delta P\varepsilon_{zz}^2/2=-0.00006$ eV. The size of the term belongs to this model; for a real defect it must be computed from strained cells.

\paragraph{Vibrations.} Strain makes the vibration frequencies of the $x$ and $z$ orientations slightly different. In the classical harmonic limit this multiplies $r$ by the product of all frequencies for $x$ divided by that for $z$. In the strained model cell the factor is 0.9985, a reduction of 0.15 percent. Under equal compression it is 1.0015, so the effect is itself of first order in the strain: it is the vibrational part of the dipole tensor, which a static calculation omits. The springs of the model are harmonic, so the small size found here should not be carried over to a real defect.

\paragraph{Cell size.} With the defect spring unchanged, a 125-atom cell gives $\Delta P=5.03$ eV, which is 0.5 percent above the 216-atom value. Cells of 343 and 512 atoms give 4.99 and 4.98 eV. From 216 to 512 atoms the relaxed energy difference at full strain falls by 0.4 percent, while its second-order part stays at $-0.00031$ eV. The drift continues in larger cells: 1000 and 1728 atoms give 4.97 eV, and extrapolation in the inverse number of atoms gives about 4.96 eV, an energy difference of 0.0245 eV and a ratio near 2.58 instead of 2.60. This shift of 0.8 percent is comparable to the second-order correction. The last digits of the 216-atom energies therefore belong to that cell and not to an isolated defect.

\paragraph{Interaction between defects.} The strain field of a dipole falls as the inverse cube of distance. Without angular factors, the interaction energy at distance $R$ is of order
\begin{equation}
E_{\rm int}\sim\frac{(\Delta P)^2}{4\pi C R^3},
\end{equation}
with $C$ a typical elastic constant. This estimate keeps only the anisotropic part of the dipoles. A large isotropic part also acts on the orientation of a neighbour and can raise the energy several times. At a density of $10^{18}$ cm$^{-3}$ the inverse cube root of the density is 10 nm. With this distance and $C=64$ GPa the estimate is $5\times10^{-6}$ eV, far below $k_BT$. If the defects are placed at random, the nearest neighbour is on average 5.5 nm away, which raises the estimate about sixfold and leaves it small. The same formula gives 5 meV for a pair 1 nm apart, so clustered defects need separate treatment.

\paragraph{Time to reach equilibrium.} Let a reorientation require crossing a barrier $E_b$ with attempt rate $\nu_0$. The typical waiting time is $\tau=\nu_0^{-1}e^{E_b/k_BT}$, hence
\begin{equation}
E_b=k_BT\ln(\nu_0\tau).
\end{equation}
For a rough attempt rate of $10^{13}$ s$^{-1}$ and $\tau=1$ s at 300 K, $E_b=0.77$ eV. A defect with a much higher barrier keeps the populations it had when it last could reorient, and (\ref{ratio}) at 300 K does not apply to it. This condition cannot be read from the dipole tensor; it needs a separate barrier calculation.

\subsection{Comparison with a strained silicon channel}

A strain of 0.5 percent is in the range used in strained silicon transistors. With the rough elastic constants above, holding the width fixed requires a stress of $170\times0.005=0.85$ GPa along $z$ and $64\times0.005=0.32$ GPa across it. The 5 eV anisotropy is the given parameter of the problem and is not attributed to a particular defect in silicon.

Two assumptions deserve attention in a device. First, the sides of a channel may be free to contract; the first variation shows that free sides raise the ratio from 2.63 to 3.43 at the same axial strain. Secondly, a channel may run along a face diagonal such as $[110]$ and not along a cube axis. A strain $e=0.005$ along $[110]$ alone has $\varepsilon_{xx}=\varepsilon_{yy}=e/2$ and $\varepsilon_{zz}=0$. Its shear component does not couple to the diagonal tensors, and (\ref{split}) gives $E_x-E_z=-\Delta P\,e/2=-0.0125$ eV. The exponent is halved and reversed: $x$ and $y$ are now each favoured over $z$, by $\sqrt{2.63}=1.62$. The factor one half holds only when all other strain components are held at zero. For uniaxial stress along $[110]$ with free sides, the constants above and a rough silicon value $C_{44}=80$ GPa give $\varepsilon_{zz}-\varepsilon_{xx}=-0.81\,e$ and a preference of about 2.2 for $x$ and $y$. The direction of the strain relative to the cube axes, and the lateral condition, therefore have to be stated along with its size.

\section{Variations}

\subsection{Free sides: uniaxial stress}

\textit{The crystal is pulled along $z$ to the same strain $\varepsilon_{zz}=0.005$, but its sides are free. Take $C_{11}=170$ GPa and $C_{12}=64$ GPa. What is the ratio at 300 K?}

The lateral stress vanishes. With $\varepsilon_{xx}=\varepsilon_{yy}$, Hooke's law for a cubic crystal reads
\begin{equation}
0=\sigma_{xx}=C_{11}\varepsilon_{xx}+C_{12}(\varepsilon_{yy}+\varepsilon_{zz})
=(C_{11}+C_{12})\varepsilon_{xx}+C_{12}\varepsilon_{zz},
\end{equation}
so that
\begin{equation}
\varepsilon_{xx}=-\nu\,\varepsilon_{zz},\qquad
\nu=\frac{C_{12}}{C_{11}+C_{12}}=\frac{64}{234}=0.2735 .
\end{equation}
Equation (\ref{split}) then gives
\begin{equation}
E_x-E_z=(1+\nu)\Delta P\,\varepsilon_{zz}
=1.2735\times0.025\ \mathrm{eV}=0.0318\ \mathrm{eV},
\end{equation}
and $r=e^{0.03184/0.025852}=3.43$. The lateral contraction penalizes the $x$ and $y$ orientations relative to $z$, because their larger principal value lies along a direction that is now compressed.

The spring model confirms the factor $1+\nu$. Relaxed cells strained in this pattern give a slope of 6.368 eV against $\varepsilon_{zz}$, equal to $1.2735\times5$ eV to the digits shown. A quoted strain is thus not enough to fix the ratio: the lateral condition changes it by 30 percent here.

\subsection{Compression, and a warmer device}

\textit{(i) The width is again fixed, but the crystal is compressed by 0.5 percent along $z$ at 300 K. (ii) It is stretched as in the original problem, but at 400 K. Find the ratio in each case.}

(i) The energy difference changes sign, and the ratio is inverted:
\begin{equation}
r=e^{-0.967}=0.380,\qquad
p_z=\frac{0.380}{2.380}=0.160 .
\end{equation}
Each of the $x$ and $y$ orientations holds $(1-0.160)/2=0.420$. Compression along a cube axis leaves two equally favourable orientations, whereas tension along that axis favours a single one. For strain along other directions, such as $[110]$, this rule need not hold. A defect with $\Delta P=-5$ eV would behave in the opposite way, aligning with $z$ under compression.

(ii) With $\Delta P$ and the strain held at their former values, the exponent scales as $1/T$:
\begin{equation}
s=0.967\times\frac{300}{400}=0.725,\qquad r=e^{0.725}=2.07 .
\end{equation}
The fraction along $z$ falls from 0.568 to $2.07/4.07=0.51$. Warming weakens the equilibrium alignment but speeds up reorientation. A defect that is frozen at 300 K may therefore begin to align on heating, even though its equilibrium preference has become smaller.

The numerical output below lists the main computed values.

\section*{Table of computed values}
\begin{verbatim}
Dipole anisotropy: 5.000 eV
Strain along z: 0.50 percent
Temperature: 300 K
Thermal energy: 0.025852 eV
Linear energy splitting: 0.025000 eV
Boltzmann exponent: 0.9670
Population ratio z to x: 2.6302
Populations x, y, z: 0.2160, 0.2160, 0.5680
Ratio z to x and y together: 1.3151
Ratio under equal compression: 0.3802
C11 and C12 inputs: 170, 64 GPa
Stress along z at fixed width: 0.850 GPa
Lateral stress at fixed width: 0.320 GPa
Poisson ratio along cube axis: 0.2735
Splitting for uniaxial stress: 0.031838 eV
Ratio for uniaxial stress: 3.4265
Model lattice spacing: 2.70 angstrom
Model atoms in supercell: 216
Near and diagonal springs: 0.7078, 1.0785 eV/angstrom^2
Defect spring stiffness: 2.00 eV/angstrom^2
Defect spring extra rest length: 0.8721 angstrom
Model dipole P_perp, P_par: -0.1240, 4.8760 eV
Anisotropy from strained energies: 5.00000 eV
Same slope for uniaxial stress: 6.36752 eV
Relaxed splitting at full strain: 0.024691 eV
Second-order part of splitting: -0.000307 eV
Second-order part, full/half strain: 3.9999
Ratio from relaxed energies: 2.5989
Classical vibrational factor on ratio: 0.99852
Anisotropy in 125-atom cell: 5.0274 eV
Chosen defect density: 1.0e+18 cm^-3
Mean defect distance: 10.00 nm
Elastic interaction estimate: 4.98e-06 eV
Ratio at 400 K: 2.0653
Rough attempt rate: 1.0e+13 s^-1
Barrier for 1 s reorientation at 300 K: 0.774 eV
\end{verbatim}
